# The weak-inversion plateau of drain-current noise from oxide traps

## One electron in one trap

Consider an n-channel MOSFET of width $W$ and length $L$ in weak inversion. One electron leaves the channel and enters a trap in the oxide, very close to the silicon. Spread over the gate area, its charge is $-q/(WL)$ per unit area, with $q>0$. This charge is answered by three capacitances per area, all connected to the interface: $C_{ox}$ towards the gate, $C_d$ of the depletion layer and $C_{it}$ of the fast interface states. With $C=C_{ox}+C_d+C_{it}$, the surface potential changes by

$$\delta\psi=-\frac{q}{WLC}.$$

The density of mobile electrons is proportional to $e^{q\psi/kT}$, so for a small change

$$\frac{\delta I}{I}=\frac{q}{kT}\,\delta\psi=-\frac{q^2}{kT\,WLC}.\tag{1}$$

The current has dropped out: the channel electrons are too few to screen the trap, and each responds by the same factor. A population of such traps therefore gives relative noise that hardly depends on current. It remains to count the traps active at frequency $f$, and to show that a localized charge acts as if it were spread out.

## Assumptions and theorem

Spectra are one-sided: the integral of $S$ over $f$ from $0$ to $\infty$ is the variance. Write $\omega=2\pi f$ and $V_T=kT/q$.

**A1. Traps.** Traps are independent and exchange electrons with the channel. Their density $N_t$, per volume and per energy, is uniform in depth and over several $kT$ around the electron quasi-Fermi level. At distance $x$ from the silicon the relaxation time is $\tau=\tau_0(E)e^{x/\lambda}$, where $\lambda$ is the decay length of the tunnelling probability.

**A2. Frequency.** In an oxide of thickness $t$, $\omega\tau_0\ll1\ll\omega\tau_0e^{t/\lambda}$ for the energies that matter.

**A3. Electrostatics.** $W$ and $L$ are large compared with the lateral range of a trap's potential. The active traps satisfy $x\ll t$, and the inversion capacitance is much smaller than $C$.

**A4. Interface states.** Their charge follows $\psi$ at frequency $f$, with capacitance $C_{it}$. If it depends on $\psi$ alone, any drain voltage is allowed. If it also follows the electron quasi-Fermi level, the theorem is restricted to drain voltages small compared with $V_T$, because a larger one would make $\psi$ vary along the channel.

**A5. Transport.** Electrons are nondegenerate, and their mobility $\mu$ is uniform and unaffected by trapping. The inversion layer acts as a thin sheet, and its response is linear. Apart from the small disturbances by the traps, $\psi$ is uniform over the gate area.

**Theorem.** Under A1–A5 the spectrum, averaged over random trap arrangements, is

$$\boxed{\frac{S_I}{I^2}=\frac{q^4N_t\lambda}{kT\,WL\,f\,C^2}},\qquad C=C_{ox}+C_d+C_{it}.\tag{2}$$

Here $N_t$ is per joule. If it is given per eV, $q^4$ becomes $q^3$, with $kT$ still in joules.

## Lemma 1: one trap

*A trap with mean occupancy $F$ and relaxation time $\tau$ has the occupancy spectrum*

$$S_1=4F(1-F)\frac{\tau}{1+\omega^2\tau^2}.\tag{3}$$

**Proof.** Let $c$ be the capture rate of an empty trap and $e$ the emission rate of a full one. The probability $p$ of being full obeys

$$\dot p=c(1-p)-ep=-(c+e)(p-F),\qquad F=\frac{c}{c+e}.$$

Deviations decay with $\tau=1/(c+e)$. A trap that is full at time zero is full at a later time $s$ with probability $F+(1-F)e^{-s/\tau}$. The covariance is therefore

$$F[F+(1-F)e^{-s/\tau}]-F^2=F(1-F)e^{-s/\tau}.$$

The one-sided spectrum is four times its cosine integral over $s>0$, and $\int_0^\infty e^{-s/\tau}\cos\omega s\,ds=\tau/(1+\omega^2\tau^2)$. ∎

## Lemma 2: all traps

*The number $N$ of trapped electrons has the mean spectrum $S_N=N_tkT\lambda WL/f$.*

**Proof.** Spectra of independent traps add. At fixed energy, $dx=\lambda\,d\tau/\tau$. By A2 the limits on $\omega\tau$ may be taken as $0$ and $\infty$:

$$\int\frac{4\tau}{1+\omega^2\tau^2}\,dx=\frac{4\lambda}{\omega}\int_0^\infty\frac{dy}{1+y^2}=\frac{2\pi\lambda}{\omega}=\frac{\lambda}{f}.\tag{4}$$

The prefactor $\tau_0(E)$ has disappeared, so it may depend on energy. For Fermi occupancy, $F(1-F)=-kT\,dF/dE$, and

$$\int F(1-F)\,dE=kT\int_0^1dF=kT.$$

Multiplication by $N_tWL$ gives the result. A drain voltage shifts the quasi-Fermi level along the channel, but with uniform $N_t$ this integral is unchanged. ∎

The corresponding charge per area has the spectrum

$$S_Q=\frac{q^2S_N}{(WL)^2}=\frac{q^2N_tkT\lambda}{WLf}.\tag{5}$$

## Lemma 3: the potential of a localized charge

*A charge $Q$ at depth $x$ in the oxide changes the area average of the surface potential by $(Q/WLC)(1-x/t)$.*

**Proof.** Take one lateral Fourier component with wavevector $k$. In each layer $\phi''=k^2\phi$. The gate fixes $\phi=0$. So does the depletion edge, at depth $W_d$: there the potential is $\psi(z)=qN_a(W_d-z)^2/2\varepsilon_{si}$, with $N_a$ the acceptor density, and its derivative with respect to $W_d$ vanishes at $z=W_d$.

Place the charge first at the interface, where the potential is $\phi_i$. In the oxide, at distance $x$ from the silicon,

$$\phi(x)=\phi_i\frac{\sinh k(t-x)}{\sinh kt},$$

and in the silicon the same form holds with $t\to W_d$ and $x\to z$. Gauss's law equates the charge to the flux into both layers plus the charge taken up by interface states:

$$Q=\phi_i\left[\varepsilon_{ox}k\coth kt+\varepsilon_{si}k\coth kW_d+C_{it}\right].$$

The linear electrostatic problem is reciprocal: a charge at $x$ produces at the interface the potential that the same charge at the interface produces at $x$. Hence

$$\phi_i(k)=\frac{Q\,\sinh k(t-x)/\sinh kt}{\varepsilon_{ox}k\coth kt+\varepsilon_{si}k\coth kW_d+C_{it}}.\tag{6}$$

The integral of the potential over the area is the limit $k\to0$. There $k\coth kt\to1/t$ and the ratio of sinh functions tends to $1-x/t$. With $C_{ox}=\varepsilon_{ox}/t$ and $C_d=\varepsilon_{si}/W_d$, the integral is $Q(1-x/t)/C$. Division by $WL$ proves the lemma. ∎

## Lemma 4: the current senses the area average

*To first order, $\delta I/I=\langle\delta\psi\rangle/V_T$, wherever the disturbance lies.*

**Proof.** Let $V$ be the electron quasi-Fermi potential measured from the source, and $u=e^{-V/V_T}$. The sheet density is proportional to $e^{\psi/V_T}u$. The current density is proportional to this density times $\nabla V$, and $u\nabla V=-V_T\nabla u$. Continuity therefore reads

$$\nabla\cdot(\sigma\nabla u)=0,\qquad\sigma=e^{\delta\psi/V_T},$$

with the uniform part of $\psi$ absorbed in the prefactor. At the source $u=1$, at the drain $u=u_D=e^{-V_D/V_T}$, and no current crosses the sides.

Let $u_0$ be the solution for $\sigma=1$. It is linear, with gradient of magnitude $g=(1-u_D)/L$. Let $J$ be the outward flux of $\sigma\nabla u$ at the source; at the drain it is $-J$. The divergence theorem gives

$$\int\sigma\nabla u\cdot\nabla u_0\,dA=(1-u_D)J,\qquad
\int\nabla u\cdot\nabla u_0\,dA=(1-u_D)J_0.$$

The first uses $\nabla\cdot(\sigma\nabla u)=0$, the second $\nabla^2u_0=0$. Subtract:

$$(1-u_D)(J-J_0)=\int(\sigma-1)\nabla u\cdot\nabla u_0\,dA.\tag{7}$$

To first order $\sigma-1=\delta\psi/V_T$ and $\nabla u=\nabla u_0$, so the right side is $g^2WL\langle\delta\psi\rangle/V_T$. Since $J_0=Wg$ and $1-u_D=gL$, division by $(1-u_D)J_0=g^2WL$ gives the lemma. ∎

The electron density falls towards the drain when $V_D$ is large, yet all positions have equal weight, because it is $u$, not $V$, that varies linearly.

## Proof of the theorem

By Lemmas 3 and 4, with $x\ll t$, each captured electron changes the current by (1). The changes add, so

$$\frac{S_I}{I^2}=\left(\frac{q^2}{kT\,WLC}\right)^2\frac{N_tkT\lambda WL}{f}
=\frac{q^4N_t\lambda}{kT\,WL\,f\,C^2}.\qquad∎$$

One factor $kT$ from the squared response is cancelled by the energy width of active traps, and one factor $WL$ by their number.

**Gate form.** A gate-voltage change $\delta V_G$ acts on the surface like a charge $C_{ox}\delta V_G$ per area, so $g_m/I=C_{ox}/(V_TC)$. The equivalent flat-band noise is $S_{V}=S_Q/C_{ox}^2$, and $(g_m/I)^2S_V$ reproduces (2).

## Remark 1: leaving weak inversion

Take a small drain voltage, so that the inversion charge $Q_{inv}$ (a magnitude per area) is uniform and $I\propto Q_{inv}$ at fixed mobility. With $C_{inv}=dQ_{inv}/d\psi$, a trapped charge $\delta Q$ gives $\delta\psi=\delta Q/(C+C_{inv})$ and

$$\frac{\delta I}{I}=\frac{d\ln Q_{inv}}{d\psi}\,\frac{\delta Q}{C+C_{inv}}.\tag{8}$$

In weak inversion the first factor is nearly $1/V_T$ and $C_{inv}\ll C$, which is the plateau. In strong inversion $C_{inv}\gg C$. Since the first factor equals $C_{inv}/Q_{inv}$, then $\delta I/I\to\delta Q/Q_{inv}$ and

$$\frac{S_I}{I^2}\to\frac{S_Q}{Q_{inv}^2}.$$

The noise now falls as the inverse square of the electron density, because the channel itself screens the traps.

## Worked example

The parameters are rough typical values for a silicon transistor at 300 K: $W=10$ µm, $L=1$ µm, $t=20$ nm, $N_a=5\times10^{16}$ cm⁻³, $N_t=10^{17}$ cm⁻³eV⁻¹, interface-state density $10^{11}$ cm⁻²eV⁻¹, $\lambda=0.1$ nm and $\tau_0=10^{-10}$ s. The relative permittivities are 3.9 and 11.7, and the intrinsic density is $n_i=10^{10}$ cm⁻³. Then $V_T=25.85$ mV and $\phi_F=V_T\ln(N_a/n_i)=0.399$ V. The reference bias is $\psi=1.6\phi_F=0.638$ V.

The depletion depth is $W_d=[2\varepsilon_{si}(\psi-V_T)/qN_a]^{1/2}=126$ nm, where $V_T$ allows for the gradual edge of the hole distribution. In µF/cm²,

$$C=0.1727+0.0823+0.0160=0.2710.$$

One electron changes the current by the fraction

$$\frac{q}{V_TWLC}=\frac{1.602\times10^{-19}}{0.02585\times10^{-7}\times2.710\times10^{-7}}=2.29\times10^{-4}.$$

The number of traps within $kT$ in energy and $\lambda$ in depth is

$$M=N_tkT\lambda WL=10^{17}\times0.02585\times10^{-8}\times10^{-7}=2.59.$$

At 1 Hz the plateau is therefore

$$\frac{S_I}{I^2}=\frac{(2.287\times10^{-4})^2\times2.585}{1\ \text{Hz}}=1.35\times10^{-7}\ \text{Hz}^{-1},$$

or $-68.7$ dB relative to 1 Hz⁻¹.

To follow the bias dependence, (8) was evaluated numerically from the one-dimensional Poisson equation. With $v=\psi/V_T$, its first integral gives the field

$$\mathcal E^2=\frac{2kTN_a}{\varepsilon_{si}}\left[e^{-v}+v-1+\frac{n_i^2}{N_a^2}(e^v-v-1)\right].$$

Quadrature of the excess electron density $(n_i^2/N_a)(e^v-1)$, divided by $\mathcal E$, over potential gives $Q_{inv}/q$. The charge balance with the gate was then solved with a small positive and negative trapped charge. $N_t$, $\lambda$ and $f$ are held fixed.

| $\psi/\phi_F$ | electrons (cm⁻²) | $S_I/I^2$ (Hz⁻¹) |
|---|---|---|
| 1.2 | $7.0\times10^4$ | $1.15\times10^{-7}$ |
| 1.4 | $1.4\times10^6$ | $1.23\times10^{-7}$ |
| 1.6 | $2.8\times10^7$ | $1.29\times10^{-7}$ |
| 1.8 | $5.8\times10^8$ | $1.31\times10^{-7}$ |
| 2.0 | $1.2\times10^{10}$ | $8.5\times10^{-8}$ |
| 2.2 | $2.2\times10^{11}$ | $3.7\times10^{-9}$ |
| 2.4 | $2.2\times10^{12}$ | $5.2\times10^{-11}$ |

Over the first four rows the density grows more than 8000-fold while the noise rises by 14%. The plateau is not strictly flat: $W_d$ grows with $\psi$, so $C_d$ and $C$ fall. The table omits the depth factor of Remark 2. If $\tau_0$ varies as the inverse of the surface electron density, that factor falls from about 0.93 to 0.85 over these four rows, and the net rise is only about 3%. At $2\phi_F$ the inversion capacitance $Q_{inv}/V_T$ is about 0.07 µF/cm², no longer small beside $C$, and the fall begins. In the last row the noise is 0.95 of the strong-inversion limit of this classical model. That row shows only the trend: the surface electron density $(n_i^2/N_a)e^v$ is there close to the band's effective density of states, so the electrons are no longer nondegenerate as A5 requires, and quantum confinement in the thin layer is left out.

## Remark 2: corrections to the plateau

**Trap depth.** Put $s=\ln\omega\tau=(x-x_f)/\lambda$, with $x_f=\lambda\ln(1/\omega\tau_0)$. The integrand of (4) is then distributed in depth as $(1/\pi)\,\mathrm{sech}\,s\,ds$, centred on $x_f$. Its variance follows from $\mathrm{sech}\,s=2\sum_n(-1)^ne^{-(2n+1)s}$ for $s>0$:

$$\langle s^2\rangle=\frac{2}{\pi}\,4\sum_{n=0}^{\infty}\frac{(-1)^n}{(2n+1)^3}=\frac{8}{\pi}\,\frac{\pi^3}{32}=\frac{\pi^2}{4}.$$

Averaging the squared factor $(1-x/t)^2$ of Lemma 3 multiplies (2) by

$$\left(1-\frac{x_f}{t}\right)^2+\left(\frac{\pi\lambda}{2t}\right)^2.$$

Here $x_f=2.12$ nm and the factor is 0.80: the deeper a trap lies in the oxide, the larger the share of its field that ends on the gate. This number depends on $\tau_0$, and $10^{-10}$ s is fast for weak inversion. If traps must capture electrons from the conduction band, $\tau_0$ is roughly the inverse of surface electron density times thermal velocity times capture cross-section. With $10^{14}$ cm⁻³, $10^7$ cm/s and a rough $10^{-15}$ cm² this is $10^{-6}$ s, which gives $x_f=1.2$ nm and a factor of 0.88.

**Layer thickness.** In weak inversion $Q_{inv}\simeq kTn_s/\mathcal E_s$, with surface density $n_s\propto e^v$ and surface field $\mathcal E_s\propto(v-1)^{1/2}$. Hence

$$V_T\frac{d\ln Q_{inv}}{d\psi}\simeq1-\frac{V_T}{2(\psi-V_T)}=0.979.$$

The full Poisson response gives an amplitude 0.977 times that of (1), hence the noise of $1.29\times10^{-7}$ Hz⁻¹ in the table. With the depth factor, the estimate becomes about $1.0\times10^{-7}$ Hz⁻¹.

**Strong local potential.** At depth $z$ in the silicon, (6) is multiplied by $\sinh k(W_d-z)/\sinh kW_d$. Fourier inversion for a trap at $x_f$, at the mean electron depth $z=V_T/\mathcal E_s=2.7$ nm, gives a peak of 35 mV in magnitude, larger than $V_T$. Linearization is thus not obvious near the trap. For a round disturbance, write $u=R(r)\cos\theta$, so that $r(r\sigma R')'=\sigma R$. Put $rR'/R=(1+b)/(1-b)$ and $B=r^2b$. Substitution gives

$$\frac{dB}{dr}=-\frac{r^2}{2}(1-b^2)\frac{d\ln\sigma}{dr}.\tag{9}$$

Far away $R\propto r-B/r$. Turning the integral in (7) into one over a large circle gives $\delta I/I=2\pi B/(WL)$. Without $b^2$, integration by parts gives $2\pi B=\int\ln\sigma\,dA$, which is Lemma 4. With the potential taken at this single depth, numerical integration of (9) gives a step 0.4% smaller than the linear one: $b^2$ stays small because the disturbance varies gradually in $\ln r$ ($|b|$ stays below 0.13). Averaging $\sigma$ over the classical depth distribution of the electrons roughly doubles the correction, which remains below 1%.

## Remark 3: one device is not the mean

With $M=2.59$, the active traps are few enough for their random placement to make devices differ. For randomly placed traps the variance of a sum is the density times the integral of the squared contribution. The two integrals needed are

$$\int F^2(1-F)^2dE=kT\int_0^1F(1-F)\,dF=\frac{kT}{6},$$

$$\int\frac{16\tau^2}{(1+\omega^2\tau^2)^2}\frac{\lambda\,d\tau}{\tau}=\frac{16\lambda}{\omega^2}\int_0^\infty\frac{y\,dy}{(1+y^2)^2}=\frac{8\lambda}{\omega^2}.$$

The variance of $S_N$ is thus $4M/3\omega^2$, and its mean is $2\pi M/\omega$. The relative standard deviation between devices at one frequency is

$$\frac{1}{\pi\sqrt{3M}}=0.11.$$

It grows as $(WL)^{-1/2}$ when the gate shrinks, as long as A3 holds. This estimate gives every trap the same current step. Unequal steps, such as those from random dopants (Remark 4), make the spread larger, so for a real device it is a lower estimate.

## Remark 4: the model beside a real transistor

The example takes a rough value of $N_t$, to which the noise is proportional. A1 attributes the spread of time constants to tunnelling depth alone. In real oxides capture is also thermally activated, measured time constants correlate poorly with depth, and a broad spread of activation energies gives $1/f$ noise as well. A value of $N_t\lambda$ fitted to (2) is therefore an effective parameter, and $x_f$ is a model depth. Real traps need not be uniform in depth, and then the slope can differ from $1/f$. Non-uniformity in energy alone leaves the slope unchanged, since (4) holds at each energy, unless a field in the oxide shifts the trap levels with depth. The tunnelling estimate $\lambda=\hbar/(2\sqrt{2m\Phi})$, with a rough barrier $\Phi=3.1$ eV and mass $0.42$ electron masses, gives 0.086 nm and would lower the result by 14%. A trapped charge may also scatter electrons. If $\delta\mu/\mu=\alpha\mu\,\delta Q$, the ratio of this amplitude to (1) is $\alpha\mu CV_T$. For rough values $\alpha=10^4$ Vs/C and $\mu=500$ cm²/Vs it is 0.035, a change of about 7% in noise, with a sign that depends on the trap. In weak inversion the channel does not screen the trapped charge, so $\alpha$ may be several times larger, and this effect may then rival that of trap depth. With the $\tau_0$ of the example, trap depth lowers the number by 20%, and by more in a thinner oxide at the same $x_f$. With the slower capture described in Remark 2 it lowers it by 12%, about as much as the smaller $\lambda$ does.

Randomly placed dopants also make $\psi$ uneven over the gate, so traps under different parts of the channel no longer count equally. The weights, taken relative to the uniform case, average to one, but the mean of their squares is larger than one. At a given $C$ this raises the average noise above (2). For this doping the rms variation of $\psi$ is roughly 20 mV, comparable with $V_T$, and the increase may be of order 10%. It is not included in the numbers here.

Quantum confinement is not negligible even at the reference bias. On a (100) surface, with masses 0.916 and 0.19 normal to the interface, the lowest subbands lie about $1.4\,kT$ and $2.4\,kT$ above the band edge. At given $\psi$ this halves the classical electron density and current, moves the mean electron depth from 2.7 nm to about 4.6 nm, and lowers the factor 0.979 of Remark 2 to about 0.96. The plateau itself falls by only about 3%. Some other limits are remote at this bias. The oxide field is 0.32 MV/cm, against a rough breakdown field of 10 MV/cm; the tunnelling factor through the whole oxide is about $10^{-87}$; and the surface electron density is $4\times10^{-6}$ of the band's effective density of states. The channel ends are not remote: the depletion depth is 0.13 of the channel length, and source and drain screen the traps near them. Treating both ends crudely as grounded planes lowers the noise by about 10%; this is not included in the numbers here.

The plateau also has a frequency limit. In saturation $I=\mu(W/L)V_TQ_{inv}=0.59$ nA, and the relative shot noise is $2q/I=5.4\times10^{-10}$ Hz⁻¹. It equals the trap noise of (2) near 250 Hz. Above that frequency the total relative noise is mostly shot noise, which does depend on current. With the current halved by quantum confinement the crossover is near 125 Hz. Saturation is the most favourable case: at smaller drain voltage the white relative noise is $(2q/I_{sat})(1+u_D)/(1-u_D)^2$, with $I_{sat}$ the saturation current, and at $V_D=10$ mV the classical crossover falls to about 15 Hz. At lower bias the limit comes sooner: at $\psi=1.2\phi_F$ the current is about 400 times smaller, and the relative shot noise of $2.2\times10^{-7}$ Hz⁻¹ exceeds the trap noise already at 1 Hz. The table therefore lists the trap noise alone, not the total noise.

All numerical values are calculated from the stated model.
